# Isolated-System Potentials from Pseudo-Charges and Truncated Coulomb Kernels: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First derivation: the kernel in real space

A model cation of total charge $+1$ sits in a cubic cell of side 18 bohr. One plane-wave sum gives its electrostatic potential. At the interstitial point $(2,2,2)$ bohr the sum returns 0.136815 hartree/e, and direct integration of Coulomb's law gives the same six digits. At $(8,8,8)$ bohr, also interstitial and in the same cell, the sum returns $-4.8\times10^{-9}$ where the isolated ion has 0.062609 hartree/e. A correct solver therefore gives the isolated potential in one part of the interstitial region and practically zero in another. Between them lies a zone where some of the ion's own charge is missing from the sum and charge from neighbouring copies can enter, so the value there can be too small, too large or of the wrong sign. Where the isolated potential is guaranteed follows from the distance at which the Coulomb kernel is cut, the cell size and the extent of the charge.

### Setting and statement

Hartree atomic units are used. The charge density $\rho$ counts nuclei as positive, and the isolated potential is

$$\Phi(\mathbf r)=\int\frac{\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Space is divided, as in the APW and LAPW methods, into non-overlapping muffin-tin balls of radius $R$ centred at $\mathbf a$, and the interstitial region. There the density is a smooth function $n_I$ given by plane waves, which can be continued through the balls. The true density inside a ball, nucleus included, is too sharp for plane waves. It is replaced by $n_I$ plus a smooth pseudo-charge $\tilde\rho_a$, chosen so that the sum has the same multipole moments as the true density. Write

$$\sigma(\mathbf r)=n_I(\mathbf r)+\sum_a\tilde\rho_a(\mathbf r-\mathbf a).$$

Let $S$ be a region containing the interstitial charge and every whole ball, $P$ the set of points where the potential is wanted, and

$$d=\sup_{\mathbf r\in P,\ \mathbf r'\in S}|\mathbf r-\mathbf r'| .$$

Let $T_{\min}$ be the length of the shortest nonzero lattice vector and $\Omega$ the cell volume. With $\hat f(\mathbf G)=\int f\,e^{-i\mathbf G\cdot\mathbf r}d^3r$, the solver computes

$$V(\mathbf r)=\frac1\Omega\sum_{\mathbf G}\hat K(G)\,\hat\sigma(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r},\qquad \hat K(G)=\frac{4\pi(1-\cos GR_c)}{G^2}. \tag{1}$$

The claim is that $V=\Phi$ at every interstitial point of $P$ if

$$d\le R_c\le T_{\min}-d . \tag{2}$$

Such an $R_c$ exists when $T_{\min}\ge 2d$, and $R_c=T_{\min}/2$ then qualifies. The statement refers to a converged sum over $\mathbf G$, to all multipoles, and to a density with no tail outside $S$.

### The kernel and the cell-size condition

Let $K(\mathbf r)=1/r$ for $r<R_c$ and zero beyond. The angular average of $e^{-i\mathbf G\cdot\mathbf r}$ is $\sin(Gr)/(Gr)$, so

$$\hat K(G)=\int_0^{R_c}4\pi r^2\,\frac1r\,\frac{\sin Gr}{Gr}\,dr=\frac{4\pi}{G}\int_0^{R_c}\sin Gr\,dr=\frac{4\pi(1-\cos GR_c)}{G^2}.$$

Since $1-\cos x\to x^2/2$, the value at $G=0$ is $2\pi R_c^2$. It is finite, so a net charge needs no neutralizing background.

The convolution $\int\sigma(\mathbf r')K(\mathbf r-\mathbf r')d^3r'$ has the transform $\hat K\hat\sigma$. Summing copies of a function displaced by all lattice vectors gives a periodic function whose Fourier coefficients are the transform divided by $\Omega$, because the integrals over all displaced cells join into one integral over space. Hence (1) equals

$$V(\mathbf r)=\sum_{\mathbf T}\int\sigma(\mathbf r')\,K(\mathbf r-\mathbf r'-\mathbf T)\,d^3r'. \tag{3}$$

Take $\mathbf r\in P$ and $\mathbf r'\in S$. For $\mathbf T=0$ the distance is at most $d\le R_c$, so the kernel is the full $1/|\mathbf r-\mathbf r'|$. For $\mathbf T\neq0$ the triangle inequality gives

$$|\mathbf r-\mathbf r'-\mathbf T|\ge|\mathbf T|-|\mathbf r-\mathbf r'|\ge T_{\min}-d\ge R_c ,$$

so the kernel vanishes. Equality concerns only a surface of zero volume, which carries no charge because $\sigma$ is bounded. What remains is

$$V(\mathbf r)=\int\frac{\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'. \tag{4}$$

The set $P$ cannot be the whole cubic cell: a corner lies $\sqrt3L/2$ from the centre, more than $L/2$, so charge at the centre already violates $T_{\min}\ge2d$. At $(8,8,8)$ bohr the distance to the origin is 13.9 bohr. A source region of radius 4 bohr is then at least 9.9 bohr away, and its nearest image is farther still. With $R_c=9$ bohr nothing in $S$ is visible, hence the zero. The density tail outside $S$ contributes only $-7\times10^{-13}$ hartree/e. The quoted $-4.8\times10^{-9}$ is the residue of the plane-wave cutoff $G_{\max}=16$ bohr$^{-1}$ and changes to about $2\times10^{-10}$ at 20 bohr$^{-1}$.

### Why the pseudo-charge may replace the true charge

Let $\mathbf x=\mathbf r-\mathbf a$ with $x>R$, and let $\mathbf s$ be a point of the ball relative to its centre. Then

$$\frac1{|\mathbf x-\mathbf s|}=\sum_{lm}\frac{4\pi}{2l+1}\frac{s^l}{x^{l+1}}\,Y_{lm}(\hat{\mathbf x})\,Y^*_{lm}(\hat{\mathbf s}).$$

After integration over the ball, the density enters through

$$q_{lm}=\int_{s<R}s^l\,Y^*_{lm}(\hat{\mathbf s})\,\rho(\mathbf a+\mathbf s)\,d^3s$$

and through nothing else. Since $\sigma$ and $\rho$ have equal moments in each ball and are equal outside, the right side of (4) is $\Phi(\mathbf r)$. Continuity extends this to the surface $x=R$.

The expansion holds because $1/|\mathbf x-\mathbf s|$ is harmonic in $\mathbf s$ throughout the ball. If the sphere of radius $R_c$ about $\mathbf r$ cuts the ball, the kernel jumps inside it and the expansion is lost. This is why $S$ must contain whole balls, even when the true charge is a point at the centre: the pseudo-charge fills the ball.

### Moments of the continued plane waves

The pseudo-charge must supply the true moments minus those of $n_I$ inside the ball. Insert $e^{i\mathbf G\cdot\mathbf s}=4\pi\sum_{lm}i^lj_l(Gs)Y^*_{lm}(\hat{\mathbf G})Y_{lm}(\hat{\mathbf s})$ into the definition. Orthogonality leaves $\int_0^Rs^{l+2}j_l(Gs)\,ds$. From

$$\frac{d}{dx}\left[x^{l+2}j_{l+1}(x)\right]=x^{l+2}j_l(x) \tag{5}$$

this integral is $R^{l+2}j_{l+1}(GR)/G$, and

$$q^{I}_{lm}=\frac{4\pi i^l}{\Omega}\sum_{\mathbf G}\hat n_I(\mathbf G)\,e^{i\mathbf G\cdot\mathbf a}\,Y^*_{lm}(\hat{\mathbf G})\,\frac{R^{l+2}j_{l+1}(GR)}{G}. \tag{6}$$

At $\mathbf G=0$ only $l=0$ survives, with $j_1(GR)/G\to R/3$.

### Transform of the pseudo-charge

Let $\Delta q_{lm}=q_{lm}-q^I_{lm}$ and choose

$$\tilde\rho_a(\mathbf s)=\sum_{lm}\frac{\Delta q_{lm}}{A_l}\,s^l\left(1-\frac{s^2}{R^2}\right)^nY_{lm}(\hat{\mathbf s}),\qquad A_l=\int_0^Rs^{2l+2}\left(1-\frac{s^2}{R^2}\right)^nds .$$

Division by $A_l$ makes the moments equal to $\Delta q_{lm}$. The transform needs

$$J^{(l)}_n=\int_0^Rs^{l+2}\left(1-\frac{s^2}{R^2}\right)^nj_l(Gs)\,ds .$$

By (5), $s^{l+2}j_l(Gs)$ is the derivative of $s^{l+2}j_{l+1}(Gs)/G$. Integrate by parts. For $n\ge1$ the boundary terms vanish, and the derivative of the bracket contributes $-2ns/R^2$, so that

$$J^{(l)}_n=\frac{2n}{GR^2}\,J^{(l+1)}_{n-1}.$$

Repeating this $n$ times ends at $J^{(l+n)}_0=R^{l+n+2}j_{l+n+1}(GR)/G$. Collecting powers gives

$$J^{(l)}_n=R^{l+3}\,2^n\,n!\,\frac{j_{l+n+1}(GR)}{(GR)^{n+1}}.$$

The same formula supplies $A_l$. As $G\to0$, $j_k(x)\to x^k/(2k+1)!!$. The left side tends to $G^lA_l/(2l+1)!!$ and the right side to $R^{l+3}2^nn!\,(GR)^l/(2l+2n+3)!!$, so

$$A_l=R^{2l+3}\,2^n\,n!\,\frac{(2l+1)!!}{(2l+2n+3)!!}.$$

Take $n=N-l$ with one fixed $N\ge l_{\max}$, so that one Bessel function serves all $l$. With the factor $4\pi(-i)^lY_{lm}(\hat{\mathbf G})$ from the expansion of $e^{-i\mathbf G\cdot\mathbf s}$, the ratio $J^{(l)}_n/A_l$ gives

$$\hat{\tilde\rho}_a(\mathbf G)=4\pi\sum_{lm}(-i)^l\Delta q_{lm}Y_{lm}(\hat{\mathbf G})\,\frac{(2N+3)!!}{(2l+1)!!}\,\frac{j_{N+1}(GR)}{R^l(GR)^{N-l+1}}. \tag{7}$$

The total transform is $\hat\sigma=\hat n_I+\sum_ae^{-i\mathbf G\cdot\mathbf a}\hat{\tilde\rho}_a$. Because $j_{N+1}(x)$ falls as $1/x$, component $l$ falls as $G^{-(N-l+2)}$. A large $N$ improves this asymptotic decay, but the double factorial enlarges the prefactor, so the benefit appears at sufficiently large $G$.

### The cation

All charges of the example are symmetric about the $z$ axis. The $m=0$ moments can then be written $M_l=\int s^lP_l\,\rho\,d^3s=\sqrt{4\pi/(2l+1)}\;q_{l0}$. Balls of radius 1.5 bohr at $z=-1.6$ and $+1.6$ bohr hold nuclei of charge 5 and 3 and two core electrons each. The core number density is

$$\left(1-\frac{s^2}{R^2}\right)^2\left[c_0+\beta s_z+\gamma\,\frac{3s_z^2-s^2}{2}\right],$$

with $\beta=0.2$ in the first ball, $-0.2$ in the second, $\gamma=0.1$ in both, and $c_0$ fixed by the electron count. The smooth density is $n_I=-3\pi^{-3/2}e^{-r^2}$, so the total charge is $5+3-4-3=+1$.

In ball 1 the true charge is 2.192 e and the continued Gaussian contributes $-0.808$ e. The pseudo-charge must supply their difference, $3.000$ e, which is the nucleus minus two core electrons. For $l=1$ the difference is $-0.8319+0.6703=-0.1616$ e bohr. For $l=3$ it vanishes, since the core density has no component beyond $l=2$.

The Gaussian leaves $1.6\times10^{-6}$ electrons outside a radius of 4 bohr, which is taken as the radius of $S$. The six field points also lie within 4 bohr of the origin. Thus $d\le4+4=8$ bohr, and a cubic cell of 16 bohr suffices. The table gives the largest absolute deviation from direct Coulomb integration, for $N=10$, $l_{\max}=6$ and $G_{\max}=16$ bohr$^{-1}$.

| $L$ (bohr) | $R_c$ (bohr) | error (hartree/e) |
|---|---|---|
| 10 | 5 | $1.8\times10^{-1}$ |
| 12 | 6 | $7.3\times10^{-3}$ |
| 14 | 7 | $8.3\times10^{-6}$ |
| 16 | 8 | $2.8\times10^{-7}$ |
| 18 | 9 | $2.6\times10^{-7}$ |

The 14 bohr cell violates the condition and still does well, so (2) is sufficient and not a sharp threshold for this density. With $R_c=7$ bohr, all charge within 3 bohr of the origin still satisfies it, since $4+3=7$ and $14-7=7$. Only the Gaussian tail and the outermost 0.1 bohr of the pseudo-charges lie farther out, and both are small. At $L=18$ bohr, raising $G_{\max}$ from 8 to 12 to 16 bohr$^{-1}$ lowers the error from $2.2\times10^{-3}$ to $1.9\times10^{-5}$ to $2.6\times10^{-7}$ hartree/e: in this range the plane-wave cutoff sets it. The ordinary kernel $4\pi/G^2$ with the $G=0$ term omitted has an error of 0.16 hartree/e in the same cell. Most of it is a constant shift close to the Madelung term $2.837/L=0.158$ hartree/e: the six errors lie between $-0.136$ and $-0.158$ hartree/e.

### The slab kernel by direct integration

A slab is periodic in the plane, with cell area $A$, and isolated along $z$. It is taken to be neutral. Write $\mathbf G=(\mathbf p,q)$, with $\mathbf p$ in the plane. For $p\neq0$ the in-plane transform $f_p(z)$ of $1/r$ obeys $(p^2-\partial_z^2)f_p=4\pi\delta(z)$. The decaying solution is $Ce^{-p|z|}$; its slope jumps by $-2pC=-4\pi$, so $f_p=2\pi e^{-p|z|}/p$. For $p=0$, integration over a disc of radius $\Lambda$ gives

$$\int_0^\Lambda\frac{2\pi u\,du}{\sqrt{u^2+z^2}}=2\pi\left(\sqrt{\Lambda^2+z^2}-|z|\right)\to2\pi\Lambda-2\pi|z| .$$

The constant cancels for a neutral slab, leaving $f_0=-2\pi|z|$.

Cut $f_p$ at $|z|=z_c$ and transform in $z$. For $p\neq0$,

$$\hat K=\frac{4\pi}{p}\int_0^{z_c}e^{-pz}\cos qz\,dz=\frac{4\pi}{p}\left[\frac{e^{-pz}(q\sin qz-p\cos qz)}{p^2+q^2}\right]_0^{z_c},$$

$$\hat K=\frac{4\pi}{p^2+q^2}\left[1+e^{-pz_c}\left(\frac qp\sin qz_c-\cos qz_c\right)\right]. \tag{8}$$

For $p=0$, integration by parts gives

$$\hat K=-4\pi\int_0^{z_c}z\cos qz\,dz=\frac{4\pi}{q^2}\left(1-\cos qz_c-qz_c\sin qz_c\right), \tag{9}$$

with the limit $-2\pi z_c^2$ at $q=0$.

Let $d_z$ be the largest $|z-z'|$ between $P$ and $S$, and $L_z$ the cell height. The argument below (3), applied to distances along $z$, gives

$$d_z\le z_c\le L_z-d_z. \tag{10}$$

The untruncated function $g=A^{-1}\sum_{\mathbf p}f_pe^{i\mathbf p\cdot\mathbf r}$ satisfies $-\nabla^2g=4\pi\sum\delta$, summed over the in-plane lattice, with no background. Seen from an interstitial point it is harmonic throughout each uncut ball. It therefore expands there in the functions $s^lY^*_{lm}(\hat{\mathbf s})$, and equal moments again give equal potentials.

## Second derivation: Poisson's equation and spherical means

The symbols are those of the first half. The true density is $\rho$, with isolated potential $\Phi$. The smooth density $\sigma$ equals $\rho$ outside the balls and has the same moments $q_{lm}$ in each ball of radius $R$. The region $S$ contains all charge and all whole balls, $P$ contains the field points, and $d$ is the largest distance between them. The solver multiplies $\hat\sigma$ by $\hat K=4\pi(1-\cos GR_c)/G^2$. The first derivation found that it returns $\Phi$ in the interstitial part of $P$ when $d\le R_c\le T_{\min}-d$. For slabs it found the kernels (8) and (9) and condition (10).

The same result is now obtained without expanding $1/|\mathbf r-\mathbf r'|$ and without integrating the truncated kernel. The tools are the differential equation and Gauss's law.

### The difference potential ends at the ball surface

In one ball let $\eta=\rho-\sigma$, with components $\eta_{lm}(s)$. All its moments vanish. A component $w(s)$ of a potential generated by $\eta$ satisfies

$$\frac1{s^2}\frac{d}{ds}\left(s^2\frac{dw}{ds}\right)-\frac{l(l+1)}{s^2}\,w=-4\pi\eta_{lm}.$$

Multiply by $s^{l+2}$. The left side becomes a total derivative,

$$s^l(s^2w')'-l(l+1)s^lw=\frac{d}{ds}\left[s^{l+2}w'-l\,s^{l+1}w\right],$$

because the two terms $\pm l\,s^{l+1}w'$ produced by the differentiation cancel. Integration from 0 to $R$ gives

$$R^{l+2}w'(R)-l\,R^{l+1}w(R)=-4\pi\int_0^Rs^{l+2}\eta_{lm}\,ds=0. \tag{11}$$

A point nucleus is included by treating it as a narrow charge distribution and taking the limit.

The regular homogeneous solution $s^l$ can be added to $w$ so that $w(R)=0$. Equation (11) then gives $w'(R)=0$ as well. Continued by zero outside the ball, $w$ has neither a jump nor a kink there, so no surface charge arises and $-\nabla^2w=4\pi\eta$ holds in all space.

Let $\Phi_\sigma$ be the isolated potential of $\sigma$, and let $w$ now denote the sum over components and balls. The function $\Phi_\sigma+w$ solves Poisson's equation for $\rho$ and vanishes at infinity. The difference between two such solutions is harmonic everywhere and vanishes at infinity, hence is zero. Therefore

$$\Phi=\Phi_\sigma+w, \tag{12}$$

and $\Phi=\Phi_\sigma$ at every point outside the balls.

The first derivation has shown in real space when the truncated-kernel solver returns the isolated potential, for ions and for neutral slabs, and the second has so far shown that $\rho$ and $\sigma$ have the same isolated potential outside the balls. It remains to obtain the solver's kernel and its range from Poisson's equation and Gauss's law, and to treat cut balls, the potential inside a ball and the slab.
